# Point-defect reduction of thermal conductivity in a high-temperature Debye crystal

## 1. The situation

Heat made in a transistor on a germanium-rich SiGe buffer must cross that buffer to reach the substrate. Replacing a few per cent of the germanium atoms by silicon barely changes the stiffness or the heat capacity, yet it can cut the thermal conductivity by roughly half. The silicon atoms have the wrong mass and scatter lattice waves. A thermal simulation needs this reduction as a function of composition and temperature.

The model is an isotropic Debye crystal: three branches of equal speed \(v\), one atom per volume \(V\), and linear dispersion up to a cutoff \(\omega_D\). All frequencies are angular, and all rates are relaxation rates of phonon number, hence of wave energy, not of amplitude. Two resistive processes act independently, so their rates add:

\[
\frac1{\tau(\omega)}=B\omega^2+A\omega^4 .
\]

The first term is Umklapp scattering, with \(B\propto T\) because the number of thermal phonons available for collisions grows as \(T\). This form is an assumption of the model. The second is point-defect scattering, derived in Section 3. Writing \(\kappa_0\) for the conductivity without defects, the result is

\[
\boxed{\frac{\kappa}{\kappa_0}=\frac{\arctan u}{u},\qquad u^2=\frac{A\omega_D^2}{B}}
\]

Thus \(u^2\) is the ratio of defect to Umklapp rates at the cutoff. It is proportional to defect strength when temperature, \(v\), \(V\) and \(B\) are held fixed.

## 2. Conductivity as a frequency integral

In a steady temperature gradient along \(x\), the occupation of a mode is \(n_0+n_1\), where \(n_0\) is the Bose occupation. To first order in the gradient, drift balances relaxation:

\[
v_x\frac{\partial n_0}{\partial T}\frac{dT}{dx}=-\frac{n_1}{\tau}
\quad\Rightarrow\quad
n_1=-\tau v_x\frac{\partial n_0}{\partial T}\frac{dT}{dx}.
\]

The heat current density is the sum of \(\hbar\omega v_xn_1\) over modes, divided by the crystal volume \(\Omega\). Comparison with \(J=-\kappa\,dT/dx\) gives

\[
\kappa=\frac1\Omega\sum_{\text{modes}}C v_x^2\tau,\qquad
C=\hbar\omega\frac{\partial n_0}{\partial T}.
\]

At high temperature \(n_0\simeq k_BT/\hbar\omega\), so \(C=k_B\). Isotropy replaces \(v_x^2\) by \(v^2/3\). Three branches with \(\omega=vk\) have the density of modes per volume

\[
g(\omega)=3\,\frac{4\pi k^2}{(2\pi)^3}\frac{dk}{d\omega}
=\frac{3\omega^2}{2\pi^2v^3}.
\]

Hence

\[
\kappa=\frac{v^2}{3}k_B\int_0^{\omega_D}g\,\tau\,d\omega
=\frac{k_B}{2\pi^2v}\int_0^{\omega_D}\omega^2\tau(\omega)\,d\omega .
\tag{1}
\]

The cutoff follows from counting three modes per atom: \(\int_0^{\omega_D}g\,d\omega=\omega_D^3/(2\pi^2v^3)=3/V\), so \(\omega_D^3=6\pi^2v^3/V\).

## 3. The defect rate

### One wrong mass

With equal speeds, each Cartesian displacement component obeys the same scalar wave equation. Let the medium have density \(\rho\), and let one site carry an extra mass \(\Delta M\). For one component \(s\),

\[
\rho\ddot s-\rho v^2\nabla^2s=-\Delta M\,\ddot s\,\delta(\mathbf r).
\]

If the scattered wave is weak at the defect, the right side may be evaluated with the incident motion \(s_0\cos\omega t\). This is the Born approximation. The defect then acts as a point force of amplitude \(F_0=\Delta M\omega^2s_0\), which emits

\[
s_{\rm sc}=\frac{F_0}{4\pi\rho v^2r}\cos(\omega t-kr).
\]

The prefactor follows from \(-\nabla^2(1/4\pi r)=\delta(\mathbf r)\). A wave of amplitude \(a\) carries the mean energy flux \(\tfrac12\rho v\omega^2a^2\), so the radiated power is

\[
P=4\pi r^2\,\frac{\rho v\omega^2}{2}\,
\frac{F_0^2}{16\pi^2\rho^2v^4r^2}
=\frac{\omega^2F_0^2}{8\pi\rho v^3}.
\]

Division by the incident flux gives the cross-section

\[
\sigma=\frac{P}{\tfrac12\rho v\omega^2s_0^2}
=\frac{F_0^2}{4\pi\rho^2v^4s_0^2}
=\frac{(\Delta M)^2\omega^4}{4\pi\rho^2v^4}.
\]

The emission is the same in every direction. The scattered phonons therefore carry no average heat current, and the full scattering rate is also the rate at which current relaxes.

The long-wave law was tested against the exact partial-wave solution for a scalar sphere of volume \(V\) and radius \(R\), with relative density changes of −0.613 and +0.8. At \(kR=0.02\) and 0.04 the two agreed within 1%. This does not validate the law near the cutoff, which Section 7 examines.

### A random alloy

The mean mass \(\bar M\) belongs to the medium, with \(\rho=\bar M/V\). What scatters is the deviation \(m_i=M_i/\bar M-1\) at site \(i\). For wavevector transfer \(\mathbf q\), the scattered intensity is proportional to

\[
\Big\langle\Big|\sum_i m_ie^{i\mathbf q\cdot\mathbf r_i}\Big|^2\Big\rangle
=\sum_{ij}\langle m_im_j\rangle e^{i\mathbf q\cdot(\mathbf r_i-\mathbf r_j)}
=N\langle m^2\rangle .
\]

Cross terms vanish because the sites are occupied independently and \(\langle m\rangle=0\). For silicon fraction \(x\) and \(\Delta M=M_{\rm Ge}-M_{\rm Si}\), a silicon atom deviates by \(-(1-x)\Delta M\) and a germanium atom by \(+x\Delta M\). Thus

\[
\Gamma\equiv\langle m^2\rangle
=\big[x(1-x)^2+(1-x)x^2\big]\Big(\frac{\Delta M}{\bar M}\Big)^2
=x(1-x)\Big(\frac{\Delta M}{\bar M}\Big)^2 .
\]

There are \(1/V\) sites per volume. The rate is site density times mean cross-section times speed:

\[
\frac1{\tau_d}=\frac1V\,\frac{\Gamma\bar M^2\omega^4}{4\pi(\bar M/V)^2v^4}\,v
=A\omega^4,\qquad A=\frac{V\Gamma}{4\pi v^3}.
\]

Clustering or ordering of the atoms would restore the cross terms and change this rate.

## 4. The reduction factor

Insert the total rate into equation (1). The factor \(\omega^2\) from the density of modes cancels against the Umklapp rate:

\[
\kappa=\frac{k_B}{2\pi^2v}\int_0^{\omega_D}\frac{d\omega}{B+A\omega^2}.
\]

With \(t=\omega\sqrt{A/B}\), the denominator is \(B(1+t^2)\), \(d\omega=\sqrt{B/A}\,dt\), and the upper limit is \(u\). Therefore

\[
\kappa=\frac{k_B}{2\pi^2v\sqrt{AB}}\int_0^u\frac{dt}{1+t^2}
=\frac{k_B\arctan u}{2\pi^2v\sqrt{AB}} .
\]

For \(A=0\) the integrand is \(1/B\), so \(\kappa_0=k_B\omega_D/(2\pi^2vB)\). The ratio is

\[
\frac{\kappa}{\kappa_0}=\frac{1}{\omega_D}\sqrt{\frac BA}\,\arctan u
=\frac{\arctan u}{u}.
\]

The coefficient \(B\) can be eliminated in favour of \(\kappa_0\), which can be estimated from the pure host. Strictly it refers to a host of a single isotope; Section 7 gives the size of the difference for natural germanium. From its formula, \(1/B=2\pi^2v\kappa_0/(k_B\omega_D)\). The cutoff condition gives \(V=6\pi^2v^3/\omega_D^3\), so \(A=3\pi\Gamma/(2\omega_D^3)\). Then

\[
u^2=\frac{3\pi\Gamma}{2\omega_D}\,\frac{2\pi^2v\kappa_0}{k_B\omega_D}
=\frac{3\pi^3v\kappa_0\Gamma}{k_B\omega_D^2}.
\tag{2}
\]

For implementation, \(\kappa_0\) must be the pure-host value at the temperature of interest, and \(\omega_D\) must be computed from the volume per atom, because equation (2) uses the cutoff condition to eliminate that volume from \(A\). At \(u=0\) the factor is 1. For small \(u\), integrating \(1/(1+t^2)=1-t^2+t^4-\dots\) from 0 to \(u\) and dividing by \(u\) gives \(1-u^2/3+u^4/5-\dots\), which avoids division by zero.

## 5. Limits and temperature dependence

**Weak disorder.** To first order in \(u^2\), the thermal resistivity is

\[
\frac1\kappa\simeq\frac1{\kappa_0}\Big(1+\frac{u^2}{3}\Big)
=\frac1{\kappa_0}+\frac{\pi^3v\Gamma}{k_B\omega_D^2}.
\]

The added term does not depend on temperature, since \(\kappa_0\) cancels. Defect and Umklapp resistivities add in this limit.

**Strong disorder.** For large \(u\), \(\arctan u=\pi/2-\arctan(1/u)\simeq\pi/2-1/u\), and

\[
\kappa\simeq\kappa_0\Big(\frac{\pi}{2u}-\frac1{u^2}\Big),\qquad
\kappa_0\frac{\pi}{2u}=\frac{k_B}{4\pi v\sqrt{AB}} .
\]

The leading term contains no cutoff, because defects have already suppressed the heat carried near \(\omega_D\). It falls as \(\Gamma^{-1/2}\) and, since \(B\propto T\), as \(T^{-1/2}\).

**Between the limits.** As \(\kappa_0\propto1/T\) and \(u\propto T^{-1/2}\), \(\kappa\propto T^{-1/2}\arctan u\). Differentiation gives

\[
\frac{d\ln\kappa}{d\ln T}
=-\frac12-\frac{u}{2(1+u^2)\arctan u}.
\]

The exponent runs from −1 at \(u\to0\) to −1/2 at \(u\to\infty\). A fixed reduction factor applied at all temperatures would therefore be wrong.

**Which waves carry the heat.** Stopping the integral at \(y\omega_D\) gives the share \(\arctan(uy)/\arctan u\) of the current. Setting it to one half gives the median

\[
y_{1/2}=\frac{\tan(\tfrac12\arctan u)}{u}.
\]

Without defects the share is \(y\) and the median is 0.5. Defects move the median down, towards longer waves.

## 6. A germanium-rich buffer layer

Take an undoped layer with 5% silicon at 400 K. Rough typical inputs are \(v=3500\) m/s, \(V=0.0226\) nm³ and \(\kappa_0=43\) W/(m K). The atomic masses are 72.63 u and 28.09 u, so

\[
\bar M=0.95(72.63)+0.05(28.09)=70.40\ {\rm u},
\]
\[
\Gamma=0.05(0.95)\Big(\frac{44.54}{70.40}\Big)^2=0.0190 .
\]

The Debye wavevector \(k_D=(6\pi^2/V)^{1/3}\) is 13.79 nm⁻¹, and \(\omega_D=vk_D=48.25\) rad/ps. Matching \(\kappa_0\) gives \(B=2.243\times10^{-16}\) s; the mass disorder gives \(A=7.975\times10^{-43}\) s³. At the cutoff the rates are 0.522 ps⁻¹ for Umklapp and 4.323 ps⁻¹ for defects. Hence

\[
u^2=\frac{4.323}{0.522}=8.28,\quad u=2.877,\quad
\frac{\kappa}{\kappa_0}=\frac{1.2363}{2.877}=0.430,
\]
\[
\kappa=43\times0.430=18.5\ {\rm W/(m\,K)}.
\]

A direct sum over wavevectors in the Debye sphere, with the same \(A\) and \(B\) and Bose heat capacities taken at 20 times the Debye temperature, gives 18.47 W/(m K) against 18.48 from the formula.

The leading strong-disorder term gives 23.5 W/(m K), 27% above the full formula. Subtracting \(\kappa_0/u^2=5.2\) brings it to 18.3, so at this \(u\) the second term matters.

With \(\kappa_0\) held fixed, composition acts as follows:

| Si fraction | \(u\) | \(\kappa/\kappa_0\) | \(\kappa\), W/(m K) |
|---|---:|---:|---:|
| 0.01 | 1.28 | 0.709 | 30.5 |
| 0.02 | 1.81 | 0.588 | 25.3 |
| 0.05 | 2.88 | 0.430 | 18.5 |
| 0.10 | 4.09 | 0.325 | 14.0 |

The first per cent removes 12.5 W/(m K); going from 5% to 10% removes 4.5. Heating to 500 K lowers the pure value by 20%, to 34.4 W/(m K), but the alloy value by 13%, to 16.0.

The two rates are equal at \(\omega_D/u=0.348\,\omega_D\), and half the heat flows below \(0.247\,\omega_D\). At that median the total rate is \(0.522(0.247)^2+4.323(0.247)^4=0.048\) ps⁻¹, a mean free path of about 73 nm. At the cutoff it is 0.72 nm, less than twice the wavelength of 0.456 nm, and the picture of a travelling phonon is poor there.

## 7. What the model leaves out

Each estimate below restores one effect. They are not additive. Except for the boundary estimate, which keeps the bulk \(B\), any effect that changes the pure conductivity is accompanied by a new \(B\) that keeps \(\kappa_0=43\) W/(m K).

**Quantum heat capacity.** The Debye temperature is 369 K, not far below 400 K. Using the Bose heat capacity gives 18.5 W/(m K), a change of 0.3%.

**Layer boundaries.** A rough rate \(v/L\) for thickness \(L=1000\) nm lowers the pure layer from 43 to 37.8 W/(m K), or 12%, and the alloy from 18.5 to 14.4, or 22%. The rate \(4v/(3L)\), often used for heat crossing a layer with absorbing walls, gives 13.9 for the alloy. Half of the pure layer's loss comes from below \(0.075\,\omega_D\), where \(B\omega^2\) is smaller than or comparable with \(v/L\) and the defect rate is at most 5% of the Umklapp rate. A quarter comes from above \(0.17\,\omega_D\), where defects already act. The absolute losses are thus similar, 5.2 and 4.1 W/(m K), but the alloy has less to lose.

**Normal processes.** These phonon collisions conserve total wavevector and relax phonons towards a drifting distribution. Write \(n_1\) as in Section 2 with a mode time \(\alpha(\omega)\) in place of \(\tau\). Then \(n_1\propto\alpha\cos\theta/\omega\), with \(\theta\) the angle to the gradient. A drift changes \(n_0\) by an amount proportional to \(k\cos\theta\,\partial n_0/\partial\omega\propto\cos\theta/\omega\), so it corresponds to a constant time \(\beta\). The balance and the conservation of wavevector read

\[
\frac{\alpha}{\tau_R}+\frac{\alpha-\beta}{\tau_N}=1,\qquad
\int_0^{\omega_D}\omega^2\frac{\alpha-\beta}{\tau_N}\,d\omega=0,
\]

where \(\tau_R\) is resistive, \(\tau_N\) is normal, and \(\alpha\) replaces \(\tau\) in equation (1). In the pure crystal let \(1/\tau_R=B\omega^2\) and \(1/\tau_N=bB\omega^2\). The balance gives

\[
\alpha=\frac{1}{(1+b)B\omega^2}+\frac{b\beta}{1+b}.
\]

Conservation requires \(\int\omega^4\alpha\,d\omega=\beta\omega_D^5/5\), hence \(\beta=5/(3B\omega_D^2)\). Integrating \(\omega^2\alpha\) then multiplies the pure conductivity by \((1+5b/9)/(1+b)\). For \(b=1\) this is 0.778, so \(B\) must be multiplied by 0.778 to retain \(\kappa_0\). Solving the same equations with defects gives 14.6 W/(m K), 21% below the simple formula. The value \(b=1\) is illustrative, and the result is sensitive to it: \(b=0.5\) gives 16.2 and \(b=2.5\) gives 11.6 W/(m K).

**Dispersion.** Let \(\omega=(2vk_D/\pi)\sin(\pi k/2k_D)\), with group speed \(v_g=v\cos(\pi k/2k_D)\). The defect rate is proportional to \(\omega^2\) times the density of final states, so \(\omega^2/v^3\) in \(A\omega^4\) becomes \(k^2/v_g\):

\[
\frac1{\tau_d}=\frac{V\Gamma}{4\pi}\frac{\omega^2k^2}{v_g}.
\]

With the conductivity proportional to \(\int k^2v_g^2\tau\,dk\), the result is 20.1 W/(m K), 9% higher.

**Optical modes.** Germanium has two atoms per primitive cell, so half its modes are optical and carry little heat, whereas the model lets every mode up to \(\omega_D\) carry heat as a sound wave. A rough correction stops the heat integral at \(\omega_D/2^{1/3}\), which keeps half the modes, and leaves \(A\) unchanged. Retaining \(\kappa_0\) then multiplies \(B\) by \(2^{-1/3}\), so \(u^2\) is also multiplied by \(2^{-1/3}\) and falls from 8.28 to 6.57. The result is 20.1 W/(m K), 9% higher.

**Repeated scattering at one atom.** Silicon in germanium has \(\varepsilon=M_{\rm Si}/M_{\rm Ge}-1=-0.613\), which is not small. If \(G\) is the host's on-site response, the defect moves with \(s=s_0-\varepsilon\omega^2Gs\), so \(s=s_0/(1+\varepsilon\omega^2G)\). The radiated power, and hence the Born rate, is divided by \(|1+\varepsilon\omega^2G|^2\). With \(z=\omega/\omega_D\), the Debye response is

\[
\omega^2G=\int_0^1\frac{3z^2y^2\,dy}{z^2-y^2+i0}
=3z^2\Big[-1+\frac z2\ln\frac{1+z}{1-z}\Big]-\frac{3\pi i}{2}z^3 .
\]

The real part uses \(y^2/(z^2-y^2)=-1+z^2/(z^2-y^2)\); the imaginary part is the pole at \(y=z\). At \(z=0.5\) the divisor is about 1.9. For isolated silicon atoms at 5%, \(\kappa\) rises from a Born value of 18.6 to 25.0 W/(m K), or 35%. The size of this change depends strongly on the host's vibrational spectrum, taken here as the Debye one. With the sine dispersion above it is 26%. For a diamond lattice with Keating force constants of 38 and 12 N/m, whose zone-boundary transverse modes are stiffer than those of real germanium, it is 11% (20.4 to 22.6 W/(m K)). The exact transport cross-section of the sphere of Section 3 gives 64% (30.5 W/(m K)). In all these cases the sign is opposite to that from boundaries and normal processes, but whether it is the largest correction depends on the host model and on \(b\).

**Size and mean mass.** A misfit of 0.04 with a rough phenomenological weight of 40 adds \(40(0.0475)(0.04)^2=0.0030\) to \(\Gamma\) and gives 17.5 W/(m K). At fixed stiffness, the lower mean mass raises the sound speed by 1.6%. The table of Section 6 keeps \(\kappa_0\), \(v\) and \(V\) at the germanium values. Interpolating them towards rough silicon values (99 W/(m K), 5900 m/s, 0.0200 nm³) raises \(\kappa\) by about 4% at 5% silicon and 8% at 10%.

**Isotopes.** Natural germanium has an isotope mass variance of \(5.9\times10^{-4}\), which scatters by the same \(A\omega^4\) law. If 43 W/(m K) is the value for natural germanium, the defect-free \(\kappa_0\) is 46.7, and the alloy value with isotopes included in \(\Gamma\) is 19.2 W/(m K), 4% higher.

## 8. Use for a real layer

The inputs are rough values for germanium-rich material in a warm chip. The result of 18.5 W/(m K) is a model value for a thick, random, undoped alloy. A real buffer has a finite thickness: at 1000 nm the boundary estimate falls to 14.4 W/(m K). Dislocations, doping, interface resistance and the difference between longitudinal and transverse sound speeds are not included. With \(b=1\), \(L=1000\) nm and a point defect in the Debye host, the single-effect estimates span about 14 to 25 W/(m K). This is not a bound: other choices of \(b\) or of the defect model give about 12 or 30. The formula gives the size and trend of the reduction, not a design value. If \(A\) is instead fitted to a measured alloy conductivity, it absorbs part of these errors at that composition, temperature and thickness; using the fit elsewhere needs a fresh check.

## Values computed for the example and the checks

```
sound speed: 3500 m/s
volume per atom: 0.0226 nm^3
temperature: 400 K
pure conductivity kappa0: 43.0 W/(m K)
silicon fraction: 0.05
atomic masses Ge, Si: 72.63, 28.09 u
mean atomic mass: 70.40 u
Debye wavevector: 13.79 nm^-1
Debye angular frequency: 48.25 rad/ps
Debye temperature: 369 K
mass variance Gamma: 0.01901
Umklapp coefficient B: 2.243e-16 s
defect coefficient A: 7.975e-43 s^3
Umklapp rate at cutoff: 0.522 ps^-1
defect rate at cutoff: 4.323 ps^-1
u squared: 8.280
u: 2.877
arctan(u): 1.2363 rad
reduction factor: 0.4297
alloy conductivity: 18.48 W/(m K)
wavevector-sum check: 18.47 W/(m K)
strong-disorder estimate: 23.47 W/(m K)
x=0.01: u=1.281, factor=0.709, kappa=30.48 W/(m K)
x=0.02: u=1.814, factor=0.588, kappa=25.29 W/(m K)
x=0.05: u=2.877, factor=0.430, kappa=18.48 W/(m K)
x=0.10: u=4.090, factor=0.325, kappa=13.99 W/(m K)
pure at 500 K: 34.40 W/(m K)
alloy at 500 K: 16.04 W/(m K)
equal-rate frequency / cutoff: 0.348
median heat frequency / cutoff, alloy: 0.247
pure mean free path at cutoff: 6.70 nm
alloy mean free path at cutoff: 0.72 nm
wavelength at cutoff: 0.456 nm
with Bose heat capacity: 18.54 W/(m K)
layer thickness: 1000 nm
pure layer with boundaries: 37.76 W/(m K)
alloy layer with boundaries: 14.36 W/(m K)
normal/Umklapp rate ratio: 1.0
with normal processes: 14.60 W/(m K)
with sine dispersion: 20.14 W/(m K)
relative mass change eps: -0.613
dilute Born value: 18.55 W/(m K)
with repeated scattering: 25.01 W/(m K)
size misfit, weight: 0.04, 40
size-misfit part of Gamma: 0.00304
with size misfit: 17.46 W/(m K)
sound-speed shift from mean mass: 1.57 %
```
